# The BET isotherm: derivation, layer limit and nitrogen surface area

## Which readings belong on the line?

To turn a nitrogen adsorption isotherm into a surface area, one fits a straight line and must decide which readings go into it. For the nine model readings analysed below, a line through the six lowest pressures gives 194 m²/g. A line through all nine gives 129 m²/g. The area built into the readings is 196 m²/g. The derivation shows where the straight line comes from, and gives checks that rule some readings out.

## The model and its conventions

A solid at temperature $T$ is in contact with a vapour at pressure $p$. We assume:

- The surface has equivalent, independent sites. Each carries a column of $0,1,2,\dots$ molecules.
- A column changes by one molecule at a time, at its top.
- Forces between neighbouring columns do not depend on their heights.
- The first layer has its own rate constants. Every higher layer has those of the bulk liquid.

Let $s_i$ be the fraction of sites carrying exactly $i$ molecules, so that $\sum_i s_i=1$. Molecules condense on columns of height $i-1$ at the rate $a_i p\,s_{i-1}$ per site and leave columns of height $i$ at the rate $d_i s_i$. The equilibrium constants are

$$K_1=\frac{a_1}{d_1},\qquad K_L=\frac{a_i}{d_i}\quad(i\ge 2).$$

The adsorbed amount per gram of solid is $q$. The amount that would put one molecule on every site is $q_m$. The mean number of molecules per site is therefore

$$\theta=\frac{q}{q_m}=\sum_i i\,s_i .$$

## Balance layer by layer

The net upward flow from height $i-1$ to height $i$ is

$$J_i=a_i p\,s_{i-1}-d_i s_i .$$

Bare sites are lost or gained through $J_1$ alone, so $ds_0/dt=-J_1$. For the other heights, $ds_i/dt=J_i-J_{i+1}$. In a steady state the first equation gives $J_1=0$, the next then gives $J_2=0$, and so on up the ladder. Each step balances separately because no column can be shorter than zero:

$$s_1=K_1p\,s_0,\qquad s_i=K_Lp\,s_{i-1}\quad(i\ge2).$$

The saturation pressure $p_0$ is the pressure at which bulk liquid neither grows nor shrinks. Condensation on liquid then equals evaporation from it, so $K_Lp_0=1$. With

$$x=\frac{p}{p_0},\qquad c=\frac{K_1}{K_L},$$

we have $K_Lp=x$ and $K_1p=cK_Lp=cx$. Repeated use of the balances gives

$$s_i=c\,x^i s_0\qquad(i\ge1).$$

The factor $c$ appears once, because each column has one first layer.

## The isotherm without a layer limit

For $0\le x<1$ the geometric sum is

$$\sum_{i=1}^{\infty}x^i=\frac{x}{1-x}.$$

Differentiating with respect to $x$ and multiplying by $x$ gives

$$\sum_{i=1}^{\infty}i\,x^i=\frac{x}{(1-x)^2}.$$

Normalization, $s_0[1+cx/(1-x)]=1$, fixes the bare fraction:

$$s_0=\frac{1-x}{1-x+cx}.$$

The coverage is then

$$\theta=c\,s_0\,\frac{x}{(1-x)^2}=\frac{cx}{(1-x)(1-x+cx)}.\tag{1}$$

This is the BET isotherm. It diverges as $x\to1$, where adding a molecule to a tall column no longer meets a net tendency to evaporate. Above $p_0$ the infinite sums have no finite value: if a maximum height is imposed, the tallest columns are the most common among the occupied sites. At $x=1.1$ the fractions fall by a factor $1/x$ per step down from the top, so the mean distance below a distant top is $1/(x-1)=10$ layers. Caps of 300 and 150 layers then give a thickness ratio of $290/140=2.07$, as found numerically. At $x=0.9$ the same two caps give equal thicknesses.

## What the curve says

**Small pressure.** Write $1-x+cx=1+(c-1)x$ and expand (1) to second order:

$$\theta\approx cx(1+x)[1-(c-1)x]\approx cx+c(2-c)x^2.$$

The initial curvature is $2c(2-c)$. For $c>2$ the curve starts out bending downwards. Since it later diverges, it must also have an inflection. For $c<2$ it starts out bending upwards.

**One layer's worth of gas.** Setting $\theta=1$ in (1) gives

$$cx=(1-x)^2+cx(1-x).$$

Subtracting $cx(1-x)$ leaves $cx^2=(1-x)^2$. Both $x$ and $1-x$ are positive, so the positive root applies:

$$\sqrt c\,x=1-x,\qquad x=\frac{1}{1+\sqrt c}.$$

Inserting $1-x=\sqrt c\,x$ into the bare fraction gives

$$s_0=\frac{\sqrt c\,x}{\sqrt c\,x+cx}=\frac{1}{1+\sqrt c}=x.$$

For $c=100$ this happens at $x=0.091$, with 9.1 % of the sites still bare and other sites carrying two or more molecules. Thus $q_m$ measures the number of sites; the film holding that amount is not a completed single layer.

At $x=0.30$ and $c=100$, the fractions with 0, 1, 2 and 3 molecules are 0.023, 0.684, 0.205 and 0.062. Each fraction after the first layer is 0.30 times the one before it.

## The linear form

Equation (1), multiplied by $q_m$, reads

$$q=\frac{q_mcx}{(1-x)[1+(c-1)x]}.$$

Divide $x$ by $q(1-x)$. The factors $x$ and $1-x$ cancel, leaving

$$y\equiv\frac{x}{q(1-x)}=\frac{1}{q_mc}+\frac{c-1}{q_mc}\,x.\tag{2}$$

A plot of $y$ against $x$ has intercept $I=1/(q_mc)$ and slope $S=(c-1)/(q_mc)$. Their sum is $S+I=1/q_m$ and their ratio is $S/I=c-1$, so

$$q_m=\frac{1}{S+I},\qquad c=1+\frac SI.$$

Equation (1) also supplies a check on the chosen range. It gives

$$\frac{q(1-x)}{q_m}=\frac{cx}{1+(c-1)x}=1-s_0,$$

whose derivative is

$$\frac{c[1+(c-1)x]-cx(c-1)}{[1+(c-1)x]^2}=\frac{c}{[1+(c-1)x]^2}>0.$$

Hence $q(1-x)$ must rise with pressure wherever (1) holds. A fall several times larger than the reading error rules out (1) for that part of the data. A rise alone does not prove that the model applies.

The same identity gives a one-point estimate, $q_m\approx q(1-x)$. Within (1) it is too low by the fraction $s_0$ of the true $q_m$, so it works best when $c$ is large and $x$ is not too small.

## At most $n$ layers

Suppose no column can hold more than $n$ molecules. The step balances are unchanged, but the sums stop at $n$. The first one is

$$G=\sum_{i=1}^{n}x^i=\frac{x-x^{n+1}}{1-x}.$$

By the quotient rule,

$$\frac{dG}{dx}=\frac{[1-(n+1)x^n](1-x)+x-x^{n+1}}{(1-x)^2}.$$

Expanding the numerator gives

$$1-x-(n+1)x^n+(n+1)x^{n+1}+x-x^{n+1}=1-(n+1)x^n+nx^{n+1}.$$

The normalization sum is

$$1+cG=\frac{1+(c-1)x-cx^{n+1}}{1-x}.$$

Since $\sum_{i=1}^n i x^i=x\,dG/dx$, the coverage $\theta_n=cx(dG/dx)/(1+cG)$ becomes

$$\theta_n=\frac{cx}{1-x}\;\frac{1-(n+1)x^n+nx^{n+1}}{1+(c-1)x-cx^{n+1}}.\tag{3}$$

Three limits help to read it.

- **$n=1$.** The numerator is $1-2x+x^2=(1-x)^2$, and the denominator factors into $(1-x)(1+cx)$. What remains is $\theta_1=cx/(1+cx)=K_1p/(1+K_1p)$, the Langmuir isotherm.
- **$n\to\infty$ with $x<1$.** The terms $x^n$, $nx^n$ and $x^{n+1}$ vanish, and (1) returns.
- **$x\to1$.** The formula is of the form $0/0$, but the original sums are simple: $\sum i=n(n+1)/2$ and $\sum 1=n$. Therefore

$$\theta_n(1)=\frac{c\,n(n+1)}{2(1+nc)}.$$

For $n=6$ and $c=100$ this is $2100/601=3.49$, about half of the available layers. At saturation all heights from 1 to $n$ are equally common, so for large $c$ the mean height tends to $(n+1)/2$. A pore filled with liquid would instead have every layer occupied. Equation (3) therefore describes a cap on the column height, not the filling of a pore by condensation.

As a test of (1) and (3), the steady-state rate equations were solved as a linear system, without assuming that each step balances separately. The coverages agreed with both formulas for $c=0.5$, 3 and 100.

A limit of six layers matters mostly at high pressure. For $c=100$ and $x=0.30$, it gives $\theta=1.392$ against 1.396 without a limit, a reduction of 0.3 %. At $x=0.80$ the values are 2.86 and 4.99.

## From molecules to area

The area needs one more input: the area $\sigma$ that a nitrogen molecule covers. We assume that the first layer is packed like a close-packed plane in a medium with the density of liquid nitrogen.

Let neighbouring molecules be a distance $b$ apart. In a hexagonal plane each molecule occupies $\sigma=(\sqrt3/2)b^2$. Successive close-packed planes lie $\sqrt{2/3}\,b$ apart, so the volume per molecule is

$$V=\frac{\sqrt3}{2}b^2\sqrt{\frac23}\,b=\frac{b^3}{\sqrt2}.$$

Hence $b=(\sqrt2\,V)^{1/3}$, and

$$\sigma=\frac{\sqrt3}{2}\,2^{1/3}V^{2/3}=1.091\,V^{2/3}.$$

With a molar mass of 28.0 g/mol and a rough liquid density of 0.81 g/cm³,

$$V=\frac{28.0}{0.81\times6.022\times10^{23}}\ \text{cm}^3=0.0574\ \text{nm}^3,$$

so $\sigma=0.162$ nm². One millimole covers $6.022\times10^{20}\times0.1624\times10^{-18}=97.8$ m². The specific area is

$$A=q_mN_A\sigma .$$

Any error in $\sigma$ passes in full, as a relative error, into $A$. The last digits already depend on the rough inputs: 28.013 g/mol and 0.806 g/cm³ give $\sigma=0.163$ nm² and raise every area by 0.4 %. The straightness of the BET plot says nothing about $\sigma$.

## Worked example: nine nitrogen readings

The readings are model data, not measurements. They were made from the rate equations with $q_m=2.00$ mmol/g, $c=100$, $p_0=100$ kPa and at most six layers. Random reading errors with a standard deviation of 0.5 % were added. The true area within the model is thus known: $2.00\times97.78=195.6$ m²/g.

| $x$ | $q$ (mmol/g) | $y$ (g/mmol) |
|---|---|---|
| 0.05 | 1.769 | 0.0298 |
| 0.10 | 2.042 | 0.0544 |
| 0.15 | 2.224 | 0.0793 |
| 0.20 | 2.392 | 0.1045 |
| 0.25 | 2.580 | 0.1292 |
| 0.30 | 2.770 | 0.1547 |
| 0.40 | 3.236 | 0.2060 |
| 0.60 | 4.411 | 0.3401 |
| 0.80 | 5.703 | 0.7014 |

For example, at $x=0.30$, $y=0.30/(2.770\times0.70)=0.1547$ g/mmol.

**The line from $x=0.05$ to $0.30$.** Least squares gives $S=0.4996$ and $I=0.0046$ g/mmol. Therefore

$$q_m=\frac{1}{0.49963+0.00456}=1.983\ \text{mmol/g},$$

or 44.5 cm³/g as ideal gas at 273.15 K and 1 atm. The ratio $S/I$ gives $c\approx111$. The area is

$$A=1.983\times97.78\approx194\ \text{m}^2/\text{g},$$

which is 0.8 % below the true model area.

Part of this difference is systematic. The same line through error-free readings gives $q_m=1.994$ mmol/g, 0.3 % low, and $c=104$, 4 % high, because the data have a layer limit and the line does not. The rest comes from the reading errors. Over 4000 repeated synthetic experiments, $q_m$ scatters by 0.45 % and $c$ by 7.5 %, each relative to its mean.

The contrast follows from the size of the intercept. For the true parameters $I=1/(2\times100)=0.005$ g/mmol, while $S+I=0.5$ g/mmol. An error of 0.0004 g/mmol in $I$ alone is 8 % of $I$, and so changes $c$ by about 8 %. It is less than 0.1 % of the sum that fixes $q_m$. The scatter of $q_m$ comes mainly from the slope, which varies by about 0.0026 g/mmol, or 0.5 %; the errors of slope and intercept have opposite signs as a rule and partly cancel in the sum.

**An energy from $c$.** Let $E_1$ and $E_L$ be the molar energies needed to leave the first layer and the liquid. If $d_i$ is proportional to $\exp(-E_i/RT)$, then

$$c=g\,e^{(E_1-E_L)/RT},\qquad E_1-E_L=RT\ln c-RT\ln g,$$

where $g$ collects the ratios of the remaining rate factors. At 77 K, $RT=0.640$ kJ/mol. With $g=1$, the fitted $c$ gives $E_1-E_L=3.0$ kJ/mol. With $g=2$ the result would be 0.44 kJ/mol smaller. The isotherm at one temperature fixes $c$, but not $g$.

**One reading.** At $x=0.30$ the one-point estimate is $2.770\times0.70=1.939$ mmol/g, or 190 m²/g. It is 3.05 % below the true value. The bare fraction accounts for 2.3 %, the layer limit for 0.3 %, and the error of this reading for the remaining 0.5 %, up to rounding.

**All nine readings.** The line now has $S=0.817$ and $I=-0.059$ g/mmol. Its area is 129 m²/g, 34 % too low, and $c=-12.9$. A ratio of two positive equilibrium constants cannot be negative, so this fit must be rejected.

The range check finds the clear failures, though not the first small deviations. The product $q(1-x)$ is 1.939 mmol/g at $x=0.30$ and 1.942 at 0.40, then falls to 1.764 at 0.60 and 1.141 at 0.80. The two highest readings are therefore excluded. The change from 0.30 to 0.40 is smaller than the reading error and decides nothing.

The cause is the layer limit. Without it, (2) would give $y=(1+99\times0.80)/200=0.401$ g/mmol at $x=0.80$. The reading gives 0.701, which tilts the line upwards and pushes its intercept below zero.

**The finite-layer fit.** Equation (3) can use all nine readings. Fits of $q_m$ and $c$ for each whole number $n$ from 3 to 10 leave the smallest error at $n=6$: 0.33 % root mean square, relative to the readings. The neighbours $n=5$ and $n=7$ leave 3.2 % and 2.6 %. The best fit gives $q_m=1.998$ mmol/g, $c=100$ and $A=195$ m²/g. It recovers the input well because the readings were made with the same model.

## What the area means for a real solid

Real surfaces can break the assumptions in ways these readings do not. If sites differ widely in $K_1$, the strongest fill first and one value of $c$ cannot describe the whole low-pressure range. In a narrow pore, attraction from the opposite wall and condensation across the pore can fill the space below $p_0$. Equation (3) contains neither effect, so a fitted $n$ is an effective number and not a measured pore width. If neighbouring columns attract each other in a way that depends on height, the columns are no longer independent.

The range from 0.05 to 0.30 suits the present readings; it does not follow from (1) for every solid. For each sample, the plot should be straight, $c$ positive, and $q(1-x)$ rising over the chosen range. These checks can rule a range out, but passing them does not prove that $q_m$ is right. Error-free model data with half the sites at $c=300$ and half at $c=10$, fitted from 0.05 to 0.30, give a positive $c$, a rising $q(1-x)$ and a nearly straight line ($R^2=0.9994$), yet $q_m$ comes out 4 % low. A cap of two layers with $c=100$, fitted from 0.05 to 0.14, gives a value 5 % low with $R^2=0.9998$. When $c$ is very large, the intercept can also turn negative from reading errors alone: for (1) with $c=2000$ and 0.5 % errors this happens in about one six-point fit in five. The area also rests on the assumed $\sigma$, and should be reported with that value and the fitting range. The numerical output below gives the remaining digits.

## Computed results

```
model input: qm = 2.00 mmol/g, c = 100, layer limit = 6
model input: p0 = 100 kPa, T = 77 K, reading error = 0.5 %
nitrogen: M = 28.0 g/mol, rough liquid density = 0.81 g/cm^3
volume per molecule = 0.0574 nm^3
packing factor = 1.0911
area per molecule = 0.1624 nm^2
area covered by one mmol = 97.78 m^2
c = 100, x = 0.30, no layer limit: site fractions with 0,1,2,3 molecules = 0.0228, 0.6840, 0.2052, 0.0616
coverage q/qm for c = 100 at x = 0.30 and x = 0.80:
  n = 1: 0.9677  0.9877
  n = 2: 1.2000  1.4345
  n = 3: 1.3138  1.8430
  n = 6: 1.3917  2.8586
  no limit: 1.3960  4.9875
coverage at x = 1 for n = 6, c = 100: 3.4942
film thickness ratio, cap 300 to cap 150: 1.0000 at x = 0.9, 2.0714 at x = 1.1
q = qm at x = 0.0909; bare fraction there = 0.0909
readings: p (kPa), x, q (mmol/g), x/[q(1-x)] (g/mmol)
     5  0.05  1.769  0.02975
    10  0.10  2.042  0.05441
    15  0.15  2.224  0.07935
    20  0.20  2.392  0.10452
    25  0.25  2.580  0.12920
    30  0.30  2.770  0.15472
    40  0.40  3.236  0.20602
    60  0.60  4.411  0.34006
    80  0.80  5.703  0.70139
BET line, x = 0.05 to 0.30: slope = 0.49963 g/mmol
BET line: intercept = 0.00456 g/mmol
BET line: qm = 1.9834 mmol/g, c = 110.7
qm as gas at 273.15 K and 1 atm = 44.46 cm^3/g
BET area = 193.9 m^2/g
true model area = 195.6 m^2/g
area error = -0.83 %
error-free readings, same line: qm = 1.9943 mmol/g, c = 103.9
scatter over 4000 repeats: qm 0.45 %, c 7.5 %
RT = 0.6402 kJ/mol
E1-EL from fitted c, equal prefactors = 3.01 kJ/mol
shift of E1-EL for a prefactor ratio of 2 = 0.44 kJ/mol
one-point estimate at x = 0.30: qm = 1.9390 mmol/g, area = 189.6 m^2/g
line through all nine points: slope = 0.8169 g/mmol, intercept = -0.0587 g/mmol
line through all nine points: c = -12.9, area = 129.0 m^2/g
finite-layer fit to all points: n, rms error (%), qm (mmol/g), c
  5  3.23  2.0767  71.6
  6  0.33  1.9980  100.4
  7  2.62  1.9376  142.9
best layer limit among 3 to 10 = 6
area from best finite-layer fit = 195.4 m^2/g
```
